Lithium in restricted and unrestricted Hartree-Fock: energy and contact spin density

**Problem**

A lithium atom has Z = 3 and a fixed point nucleus. Its nonrelativistic Hamiltonian in Gaussian units is

H = Σ_i [−(ħ²/2m)∇_i² − Ze²/r_i] + Σ_{i<j} e²/r_ij.

Take one determinant with two spin-up electrons and one spin-down electron, all in real s orbitals. In the restricted form the two core electrons share one orbital, 1s² 2s. In the unrestricted form each electron has its own.

(a) Derive the equations for both forms and find both energies.

(b) Find the contact spin density ρ_s(0) = ρ_α(0) − ρ_β(0), the density of spin-up minus spin-down electrons at the nucleus, in both forms.

(c) Explain why the two forms differ so unequally in energy and in ρ_s(0).

(d) Compare both spin densities with a correlated value.

Energies are in e²/a0 and densities in a0⁻³, with a0 = ħ²/(me²).

**Hints**

1. For s orbitals the angular average of 1/|r − r′| is 1/r_>, where r_> is the larger radius.

2. Write the energy in terms of one density matrix per spin. In the restricted form, ask which orbital rotations are still allowed.

3. At the restricted solution, compare the Fock matrices of the two spins. Their difference is a single exchange term.

4. Expand the unrestricted energy to second order about the restricted solution, and the density to first order.

**Solution**

**(a) Equations and energies**

Write each orbital as φ(r) = u(r)/(r√4π), with ∫u² dr = 1. Since u vanishes at the origin, u ≈ u′(0)r there, and

φ(0)² = u′(0)²/4π.

The density of an s electron is a set of uniform shells. A shell of radius r′ gives the potential 1/r outside and 1/r′ inside, which is 1/r_>. Products of two different s orbitals are spherical too, so exchange integrals have the same kernel.

Expand u in orthonormal functions that vanish at the origin,

f_n(r) = N_n r e^(−βr) L_n^(2)(2βr), N_n² = (2β)³/[(n+1)(n+2)],

where L_n^(2) is a Laguerre polynomial and β a common decay constant. The matrix elements are

h_pq = (ħ²/2m)∫f_p′f_q′ dr − Ze²∫f_p f_q/r dr,

(pq|rs) = e²∫∫ f_p(r)f_q(r) f_r(r′)f_s(r′)/r_> dr dr′.

The kinetic term has been integrated by parts, with vanishing boundary terms.

Let P_σ = Σ_i c_i c_iᵀ be the density matrix of the occupied orbitals of spin σ, and define

J[P]_pq = Σ_rs (pq|rs)P_rs, K[P]_pq = Σ_rs (pr|qs)P_rs,

F_σ = h + J[P_α + P_β] − K[P_σ].

The energy of the determinant is

E = ½ Σ_σ tr P_σ(h + F_σ).

To check this, call the orbitals a (1s up), b (1s down) and o (2s up). The J and K terms of an electron with itself cancel, which leaves

E = h_aa + h_bb + h_oo + (aa|bb) + (aa|oo) + (bb|oo) − (ao|ao).

There are three Coulomb repulsions, and one exchange term for the one pair of equal spin.

Now vary P_σ. The two-electron part is quadratic and symmetric in P, so its factor ½ is cancelled and

δE = Σ_σ tr δP_σ F_σ.

In rotation formulas, here and in part (c), the indices a and b label empty orbitals and not the two core orbitals named above. Mixing an empty orbital a into an occupied orbital i with small amplitude x gives δP = x(i aᵀ + a iᵀ), hence δE = 2xF_ia. In the unrestricted form all such rotations are free. Each F_σ must therefore have no element between its occupied and empty orbitals, which is achieved by occupying eigenvectors of F_σ.

In the restricted form let c be the shared 1s orbital, o the 2s orbital and v any empty orbital. Three kinds of rotation remain:

- c with v moves both core electrons, so (F_α + F_β)_cv = 0.
- o with v moves one spin-up electron, so (F_α)_ov = 0.
- c with o leaves the spin-up space unchanged, because both orbitals are occupied there. It changes the spin-down orbital, so (F_β)_co = 0.

One effective matrix carries all three conditions. Take F_α, replace its co elements by those of F_β, and replace its cv elements by those of ½(F_α + F_β). When its two lowest eigenvectors reproduce the c and o from which it was built, these off-diagonal elements vanish.

Both problems are solved by iteration: start from eigenvectors of h, build the Fock matrices, diagonalize, occupy the lowest orbitals, and repeat until the density matrices stop changing. With 30 functions this gives

E_R = −7.432727 e²/a0 = −202.2548 eV (restricted),

E_U = −7.432751 e²/a0 = −202.2555 eV (unrestricted).

The order is required by the variational principle: every restricted determinant is also an allowed unrestricted one, so the unrestricted minimum cannot lie higher. The gain is 2.40 × 10⁻⁵ e²/a0.

Two conditions check the solutions. If all lengths are divided by η, the energy becomes η²T + ηV. At a stationary point its derivative vanishes at η = 1, so 2T + V = 0 and −V/T = 2. The computed ratio is 2.0000000 in both forms.

The second condition concerns the nucleus itself. As r → 0 the terms in 1/r must cancel among themselves, since the electron repulsion and exchange terms stay finite:

−(ħ²/2m)(2/r)φ′(0) − (Ze²/r)φ(0) = 0, so φ′(0)/φ(0) = −Z/a0.

The three unrestricted orbitals give −3.0000, −3.0001 and −3.0000 a0⁻¹. This matters here because an energy can be accurate while the orbital is poor in the small region near r = 0.

**(b) Contact spin densities**

In the restricted form the core densities cancel at every point:

ρ_s(0) = φ_c(0)² + φ_o(0)² − φ_c(0)² = φ_o(0)² = 0.1666 a0⁻³.

In the unrestricted form they do not:

ρ_s(0) = φ_a(0)² − φ_b(0)² + φ_o(0)²
= 6.8560 − 6.7951 + 0.1638
= 0.2247 a0⁻³.

The core contributes 0.0609, while the 2s term is 0.0028 smaller than before. The net gain is 0.0581, or 35 percent of the restricted value. The split between 1s up and 2s up refers to the eigenvectors of F_α. A rotation between these two occupied orbitals would change the split but not the sum.

The core imbalance is less than one percent of the density of one 1s electron at the nucleus, which is 6.82 in the restricted form. That density is about 41 times the 2s density there, so a slight imbalance of the core is a large correction to the total.

**(c) Why the energy hardly notices**

At the restricted solution P_α − P_β = o oᵀ, so the two Fock matrices differ by one exchange term:

F_α − F_β = −K[o oᵀ] ≡ −K_o.

Combine this with the restricted condition (F_α + F_β)_cv = 0. Adding and subtracting the two equations gives

(F_α)_cv = −½(K_o)_cv, (F_β)_cv = +½(K_o)_cv, (K_o)_cv = (co|ov).

The restriction balances these two forces against each other, but neither is zero. The 2s electron exchanges with the spin-up core electron alone. Once the core orbitals are released, they respond in opposite directions.

To find the response, rotate the occupied orbitals i of each spin into the empty orbitals a of that spin. Orthonormality is kept to second order by

i′ = i + Σ_a x_ia a − ½ Σ_ja x_ia x_ja j.

For each spin this changes the density matrix by

δP = Σ_ia x_ia(i aᵀ + a iᵀ) + Σ_iab x_ia x_ib a bᵀ − Σ_ija x_ia x_ja i jᵀ.

The energy is a quadratic function of the density matrices, so its change is

δE = Σ_σ tr δP_σ F_σ + ½ Σ_σ tr δP_σ(J[δP_α + δP_β] − K[δP_σ]).

The first sum gives 2F_ia x_ia at first order, and F_ab and −F_ij terms at second order. In the second sum only the linear part of δP is needed. Each linear δP has two terms, so the Coulomb part has four equal products, and with the factor ½ it gives 2(ia|jb). The four exchange products are equal in pairs, (ij|ab) twice and (ib|ja) twice, and the factor ½ leaves one of each. Therefore

E = E_R + 2g·x + x·Hx, g_ia = F_ia,

H_(iaσ,jbτ) = δ_στ(δ_ij F_ab − δ_ab F_ij) + 2(ia|jb) − δ_στ[(ij|ab) + (ib|ja)].

In this part H is the curvature matrix. The vector g has the two cv blocks found above. Its other elements, (F_α)_ov and (F_β)_co, vanish by the restricted conditions. Setting the derivative 2g + 2Hx to zero gives

x = −H⁻¹g.

Then x·Hx = −g·x, and

ΔE = 2g·x − g·x = g·x = −g·H⁻¹g.

All eigenvalues of H are positive here, so ΔE is negative. It is quadratic in the exchange force g.

The density at the nucleus changes already at first order. From the linear part of δP,

Δρ_s(0) = 2 Σ_ia^α x_ia φ_i(0)φ_a(0) − 2 Σ_ia^β x_ia φ_i(0)φ_a(0).

This is linear in g. The two formulas give

ΔE = −2.399 × 10⁻⁵ e²/a0, Δρ_s(0) = 0.0581 a0⁻³,

in agreement with the separately converged unrestricted solution to the digits shown. The response is thus well inside the linear regime.

The size of the energy gain can be read from the same numbers. The vector x has length 0.00282, so |x|² = 7.95 × 10⁻⁶. Since x·Hx = −ΔE, the curvature along x is

2.399 × 10⁻⁵ / 7.95 × 10⁻⁶ ≈ 3.0 e²/a0.

This is an ordinary atomic energy. The gain is small because it contains the square of a small rotation, while the spin density contains the rotation itself, multiplied by two large amplitudes at the nucleus. One is that of the core orbital, φ_c(0) = √6.824 = 2.61 a0^(−3/2). The other belongs to the combination of empty orbitals mixed into it, which is about as large there.

Of Δρ_s(0), 0.0574 comes from the rotations of 1s into the orbitals v, which are empty for both spins. The remaining 0.0007 comes from the rotations of 2s up into v and of 1s down into 2s. No direct force acts on these, and they follow through the coupling in H.

The sign of the core part is that of φ_c(0)φ_v(0)(x_α − x_β) summed over all v, where x_α and x_β are the rotations of c into v for the two spins. For lithium this sum is positive.

**(d) Comparison with a correlated value**

A correlated value was computed in Gaussian basis sets by coupled cluster with single and double excitations (CCSD). With s and p functions it is 0.2296, and with d functions added it is 0.2303. The CCSD density used here omits connected triple excitations and the relaxation of the orbitals in response to the contact operator. The effect of both together was estimated as the difference between full configuration interaction and CCSD in a small s and p basis:

0.2164 − 0.2160 = 0.0004 after rounding.

The small basis gives poor absolute values, so only this difference is used, on the assumption that it changes little in a larger basis. The sum is

ρ_s(0) ≈ 0.2303 + 0.0004 ≈ 0.231 a0⁻³.

This is an estimate, not the exact nonrelativistic value, and its third digit is not established: adding d functions moved it by 0.0007, and a large Gaussian s basis gives an unrestricted value of 0.2244 instead of 0.2247. Functions beyond d are missing, the d set is small, and Gaussians have zero slope at the nucleus where the true orbital has a cusp. Relativity and the size and motion of the nucleus lie outside the Hamiltonian of the problem altogether.

In Å⁻³ the restricted, unrestricted and correlated values are 1.124, 1.516 and 1.56. Relative to the correlated estimate, the restricted value is 28 percent too low and the unrestricted value about 3 percent too low.

The energies tell a different story. The CCSD energy in the largest basis is −7.4763 e²/a0, which is 0.0435 below the unrestricted one. Releasing the core gained 0.000024, less than a thousandth of that. The unrestricted determinant therefore covers about nine tenths of the distance from the restricted spin density to the correlated estimate, and almost none of the distance in energy. Agreement in one property thus does not show that the wave function as a whole is accurate, and the first variation shows how fragile this agreement is.

**Variation 1: remove the wrong spin**

The unrestricted determinant is not an eigenfunction of S². How large is the admixture, and what is ρ_s(0) after its removal?

Use S² = S_z(S_z + ħ) + S₋S₊. For M_S = ½ the first term gives ¾ħ². The second gives the squared norm of S₊Ψ. Raising the spin of b produces a nonzero determinant only from the part of b outside the space of the spin-up orbitals, so

⟨S²⟩/ħ² = ¾ + 1 − ⟨a|b⟩² − ⟨o|b⟩² = 0.7500157.

Three electrons with M_S = ½ can form doublets, with S² = ¾ħ², or a quartet, with 15/4 ħ². If w is the quartet weight, ⟨S²⟩/ħ² = ¾ + 3w, so

w = 0.0000157/3 = 5.2 × 10⁻⁶.

To find its effect on the density, let [σ₁σ₂σ₃] be the determinant with these spins on c, v and o. The core rotations x_α and x_β add to the restricted state

x_α|vα cβ oα| + x_β|cα vβ oα| = −x_α[βαα] + x_β[αβα].

The minus sign comes from exchanging two columns. Put x_α = s + t and x_β = s − t. In the order [βαα], [αβα], [ααβ] the components are

s(−1, 1, 0) − t(1, 1, 0).

The quartet is proportional to (1, 1, 1). The s part is orthogonal to it and is a pure doublet. The t part splits as

(1, 1, 0) = ⅔(1, 1, 1) + ⅓(1, 1, −2).

Removing the quartet leaves the second vector. The determinant [ααβ] differs from the restricted one in two spin orbitals, so a one-electron operator such as the contact density does not connect them. The two components that do contribute have shrunk to one third.

The core part of the spin density is 2φ_c(0)φ_v(0)(x_α − x_β), summed over v. It contains t alone, so it too shrinks to one third. The remaining rotations, 2s up into v and 1s down into 2s, produce doublets and are untouched. To first order,

Δρ_proj = Δρ_s(0) − ⅔ × 0.05736 = 0.05811 − 0.03824 ≈ 0.0199 a0⁻³.

Explicit projection of the full three-electron function also gives a gain of 0.0199, and

ρ_s(0) = 0.1666 + 0.0199 = 0.1865 a0⁻³,

which is 19 percent below the correlated estimate. A quartet of weight five millionths carried two thirds of the gain. It could do so because it enters the density through its cross term with the main state, which is linear in its amplitude √w ≈ 0.0023. The orbitals were not optimized again after the projection, so this result does not describe every spin-pure function built from three different orbitals.

**Variation 2: stop the iteration early**

Suppose the orbitals have covered a fraction τ of the way from the restricted to the unrestricted solution, so that the rotation is τx. How large are the remaining errors relative to the converged unrestricted values?

Insert τx into the quadratic energy and use x·Hx = −g·x = −ΔE:

E(τ) = E_R + 2τ ΔE − τ² ΔE.

Since E_U = E_R + ΔE,

E(τ) − E_U = −(1 − τ)² ΔE = (1 − τ)² |ΔE|.

The density is linear in the rotation, so its error is −(1 − τ)Δρ_s(0).

At τ = 0.9 the energy is too high by 0.01 × 2.4 × 10⁻⁵ = 2.4 × 10⁻⁷ e²/a0, while the spin density is too low by 0.0058 a0⁻³. That is 2.6 percent of its converged value, and about as large as the difference of roughly 0.006 a0⁻³ between the unrestricted result and the correlated estimate.

To fix ρ_s(0) within 0.0001 a0⁻³ one needs

1 − τ = 0.0001/0.0581 = 0.0017.

The energy is then converged to about 7 × 10⁻¹¹ e²/a0. An energy threshold alone is thus a weak guide to a contact density. The change in the density matrix, which is linear in the rotation, is the better quantity to watch. These estimates hold for errors along x. An error in another direction has its own curvature and its own effect at the nucleus, but the energy is still quadratic in it and the density linear.

The values used here, with further digits, are in the numerical output.

Values computed for the example and the checks

```
Energies in e^2/a0, densities in a0^-3 unless stated
Nuclear charge Z: 3; Laguerre functions: 30
ROHF energy: -7.4327269 = -202.25480 eV
UHF energy: -7.4327509 = -202.25546 eV
UHF minus ROHF energy: -2.3990e-05
-V/T, ROHF and UHF: 2.0000000 2.0000000
UHF orbital energies 1s up, 2s up: -2.48668 -0.19637
UHF orbital energy 1s down: -2.46870
Cusp ratios (1/a0) 1s up, 2s up, 1s down: -3.0000 -3.0001 -3.0000
ROHF density at nucleus, one 1s electron: 6.82413
ROHF contact spin density: 0.16658 = 1.1241 A^-3
UHF density at nucleus, 1s up: 6.85597
UHF density at nucleus, 1s down: 6.79507
UHF density at nucleus, 2s up: 0.16379
UHF contact spin density: 0.22468 = 1.5162 A^-3
UHF minus ROHF spin density: 0.05811
Response energy change: -2.3991e-05
Response spin-density change: 0.05811
  of which 1s-to-virtual part: 0.05736
Norm of response rotation vector: 0.00282
UHF <S^2> in hbar^2: 0.7500157
Quartet weight in UHF: 5.228e-06
Projected UHF contact spin density: 0.18648
Fraction of UHF gain left: 0.3425
Predicted projected gain: 0.01988; actual: 0.01990
Gaussian ROHF energy, spin density: -7.4327268 0.16635
Gaussian UHF energy, spin density: -7.4327508 0.22439
Small basis CCSD energy, spin density: -7.456745 0.21601
Small basis full CI energy, spin density: -7.456773 0.21636
CCSD sp basis energy, spin density: -7.473727 0.22961
CCSD spd basis energy, spin density: -7.476255 0.23030
Correlated estimate, spin density: 0.23065 = 1.5565 A^-3
ROHF deviation from estimate: -27.8 percent
UHF deviation from estimate: -2.6 percent
Projected deviation from estimate: -19.2 percent
```
